# Equilibrium Occupation of Sites Holding at Most One Charged Defect: test program

```python
# Result under test: N equivalent sites, each empty or holding ONE defect in
# one charge state q, have the equilibrium concentrations
#     n_q = N x_q / (1 + sum_r x_r),   x_q = g_q exp(-E_q / kT),
# which become N x_q when the total occupation theta = sum n_q / N is small.
# g_q: number of internal states; E_q = E_q(at band edge) + q E_F;
# E_F: Fermi level from the conduction-band edge (eV, negative in the gap).
# Example: rough model of weakly bound oxygen sites in amorphous In-Ga-Zn-O.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln

K_EV = const.k / const.e
charges = np.array([0.0, 1.0, 2.0])
degeneracy = np.array([1.0, 2.0, 1.0])
edge_energy = np.array([0.20, 0.28, 0.30])   # eV, formation energy at E_F = 0
site_density = 1e24                          # m^-3
ordinary_density = 5e28                      # m^-3, ordinary oxygen sites
ordinary_extra = 1.0                         # eV, extra cost on those sites
band_mass = 0.35                             # free-electron masses
permittivity_rel = 10.0
T_anneal, T_use = 600.0, 300.0               # K
energy_spread = 0.10                         # eV, standard deviation
vibrational_entropy = 2.0                    # units of k per defect
kT = K_EV * T_anneal


def boltzmann_weights(fermi, T, energies=edge_energy):
    return degeneracy * np.exp(-(energies + charges * fermi) / (K_EV * T))


def site_fractions(fermi, T, energies=edge_energy):
    x = boltzmann_weights(fermi, T, energies)
    return x / (1 + x.sum())


u_grid = np.linspace(0.0, 9.0, 361)


def fermi_integral(eta):
    # normalized order-1/2 integral, tends to exp(eta) for eta << 0
    values = u_grid**2 / (1 + np.exp(u_grid**2 - eta))
    return 4 / np.sqrt(np.pi) * np.sum(values) * (u_grid[1] - u_grid[0])


def band_density(T):
    return 2 * (band_mass * const.m_e * const.k * T
                / (2 * np.pi * const.hbar**2))**1.5


def electrons(fermi, T):
    return band_density(T) * fermi_integral(fermi / (K_EV * T))


def neutral_fermi(T, occupation, band_shift=0.0):
    def net_charge(fermi):
        return (site_density * (charges @ occupation(fermi))
                - electrons(fermi + band_shift, T))
    return brentq(net_charge, -1.5, 1.0, xtol=1e-13)


# Band integral against the polylogarithm
for eta in (-3.0, -1.0):
    reference = float(mp.re(-mp.polylog(1.5, -mp.exp(eta))))
    assert abs(fermi_integral(eta) / reference - 1) < 1e-8

# Neutral state of the example; net charge must fall monotonically with E_F
E_F = neutral_fermi(T_anneal, lambda f: site_fractions(f, T_anneal))
scan = np.linspace(-1.0, 0.5, 301)
net = [site_density * (charges @ site_fractions(f, T_anneal))
       - electrons(f, T_anneal) for f in scan]
assert np.all(np.diff(net) < 0)
x = boltzmann_weights(E_F, T_anneal)
fractions = site_fractions(E_F, T_anneal)
theta = fractions.sum()
n_el = electrons(E_F, T_anneal)
formation = edge_energy + charges * E_F

# Charge response of the sites equals minus the charge variance over kT
h = 1e-5
slope = charges @ (site_fractions(E_F + h, T_anneal)
                   - site_fractions(E_F - h, T_anneal)) / (2 * h)
variance_q = charges**2 @ fractions - (charges @ fractions)**2
assert abs(slope * kT / variance_q + 1) < 1e-6

# Explicit enumeration: every internal state of every site is listed
state_label = np.array([-1, 0, 1, 1, 2])     # -1 marks the empty site


def enumerate_cell(cell_sites, energies):
    state_energy = np.array([0.0, energies[0], energies[1],
                             energies[1], energies[2]])
    configs = np.indices((5,) * cell_sites).reshape(cell_sites, -1)
    weight = np.exp(-state_energy[configs].sum(axis=0) / kT)
    labels = state_label[configs]
    counts = np.array([(labels == j).sum(axis=0) for j in range(3)])
    return counts, weight / weight.sum()


for cell_sites in (1, 2, 4, 6):
    counts, prob = enumerate_cell(cell_sites, formation)
    mean = counts @ prob
    assert np.allclose(mean / cell_sites, fractions, rtol=1e-10)
    total = counts.sum(axis=0)
    variance = prob @ total**2 - (prob @ total)**2
    assert abs(variance / (cell_sites * theta * (1 - theta)) - 1) < 1e-9
cell_mean, cell_std = mean.sum(), np.sqrt(variance)
# Same cell with exactly two defects: charge fractions are x_q / sum x
two = total == 2
frozen_mean = counts[:, two] @ prob[two] / prob[two].sum()
assert np.allclose(frozen_mean, 2 * x / x.sum(), rtol=1e-10)

# Dilute and saturated regimes: all formation energies shifted together
table = []
for shift in (-0.2, -0.1, 0.0, 0.1, 0.2, 0.3):
    counts, prob = enumerate_cell(4, formation + shift)
    exact = counts @ prob / 4
    dilute = degeneracy * np.exp(-(formation + shift) / kT)
    assert np.allclose(dilute / exact, 1 / (1 - exact.sum()), rtol=1e-9)
    separate = (dilute / (1 + dilute)).sum()
    table.append((shift, exact.sum(), dilute.sum(), separate))
assert table[0][1] < 1 < table[0][3]
assert abs(table[-1][2] / table[-1][1] - 1) < 0.01


# Largest term of the exact multiplicity, by search over all integers
def most_probable(N, weights):
    log_factorial = gammaln(np.arange(N + 1) + 1.0)
    a, b, c = np.indices((N + 1,) * 3)
    empty = N - a - b - c
    value = (-log_factorial[a] - log_factorial[b] - log_factorial[c]
             - log_factorial[np.maximum(empty, 0)]
             + a * np.log(weights[0]) + b * np.log(weights[1])
             + c * np.log(weights[2]))
    value[empty < 0] = -np.inf
    return np.array(np.unravel_index(np.argmax(value), value.shape))


N_search = 120
mode = most_probable(N_search, x)
mode_entropy_only = most_probable(N_search, degeneracy)
for found, p in ((mode, fractions),
                 (mode_entropy_only, degeneracy / (1 + degeneracy.sum()))):
    difference = found - N_search * p
    # rounding bounds for the mode of a four-way multinomial
    assert np.all(difference > -1 - 1e-9)
    assert np.all(difference <= 3 * p + 1e-9)


# Function that is maximized: gradient at the solution, Hessian elsewhere
def entropy_per_site(f):
    empty = 1 - f.sum()
    return -empty * np.log(empty) - f @ np.log(f / degeneracy)


def objective(f):
    return entropy_per_site(f) - f @ formation / kT


unit = np.eye(3)
step = 1e-6
gradient = [(objective(fractions + step * e) - objective(fractions - step * e))
            / (2 * step) for e in unit]
assert np.max(np.abs(gradient)) < 1e-6
rng = np.random.default_rng(4)
step = 1e-4
for _ in range(8):
    f = (0.05 + 0.8 * rng.dirichlet(np.ones(4)))[:3]
    hessian = np.array([[(objective(f + step * (a + b))
                          - objective(f + step * (a - b))
                          - objective(f - step * (a - b))
                          + objective(f - step * (a + b))) / (4 * step**2)
                         for a in unit] for b in unit])
    assert np.allclose(hessian, -np.diag(1 / f) - 1 / (1 - f.sum()), atol=1e-2)
    assert np.max(np.linalg.eigvalsh(hessian)) < 0

# Stirling error per site
stirling_error = []
for N in (1e2, 1e4, 1e6):
    n = N * fractions
    log_count = (gammaln(N + 1) - gammaln(N - n.sum() + 1)
                 - gammaln(n + 1).sum() + n @ np.log(degeneracy))
    stirling_error.append(abs(log_count / N - entropy_per_site(fractions)))
assert stirling_error[0] > stirling_error[1] > stirling_error[2]
assert stirling_error[2] < 1e-4

# Boltzmann form with its own neutrality condition
E_F_dilute = neutral_fermi(T_anneal, lambda f: boltzmann_weights(f, T_anneal))
theta_dilute = boltzmann_weights(E_F_dilute, T_anneal).sum()

# Neglected: spread of site energies
z = np.linspace(-6, 6, 241)
gauss = np.exp(-z**2 / 2)
gauss /= gauss.sum()


def spread_fractions(fermi):
    w = boltzmann_weights(fermi, T_anneal)[:, None] \
        * np.exp(-energy_spread * z / kT)
    return (w / (1 + w.sum(axis=0))) @ gauss


E_F_spread = neutral_fermi(T_anneal, spread_fractions)
theta_spread = spread_fractions(E_F_spread).sum()

# Neglected: vibrational entropy
vib_energy = edge_energy - vibrational_entropy * kT
E_F_vib = neutral_fermi(T_anneal,
                        lambda f: site_fractions(f, T_anneal, vib_energy))
theta_vib = site_fractions(E_F_vib, T_anneal, vib_energy).sum()

# Neglected: Coulomb interaction, linear screening by electrons and sites;
# a charge q is lowered by q^2 * lowering, a band electron by lowering
eps = permittivity_rel * const.epsilon_0
lowering = 0.0
for _ in range(300):
    screened = edge_energy - charges**2 * lowering
    E_F_coul = neutral_fermi(
        T_anneal, lambda f: site_fractions(f, T_anneal, screened), lowering)
    f_coul = site_fractions(E_F_coul, T_anneal, screened)
    var_coul = charges**2 @ f_coul - (charges @ f_coul)**2
    top = E_F_coul + lowering
    dn = (electrons(top + h, T_anneal) - electrons(top - h, T_anneal)) / (2 * h)
    kappa = np.sqrt(const.e / eps * (dn + site_density * var_coul / kT))
    updated = const.e * kappa / (8 * np.pi * eps)
    change = abs(updated - lowering)
    lowering = 0.5 * (lowering + updated)
assert change < 1e-10
theta_coul = f_coul.sum()
n_coul = electrons(E_F_coul + lowering, T_anneal)
random_potential = (charges @ f_coul) * const.e / (4 * np.pi * eps) \
    * np.sqrt(2 * np.pi * site_density / kappa)

# Neglected: vacancies on ordinary oxygen sites
ordinary = ordinary_density * site_fractions(
    E_F, T_anneal, edge_energy + ordinary_extra).sum()


# Defect number frozen at the anneal, charges re-equilibrated at use
def frozen_fractions(fermi):
    w = boltzmann_weights(fermi, T_use)
    return theta * w / w.sum()


E_F_use = neutral_fermi(T_use, frozen_fractions)
f_use = frozen_fractions(E_F_use)
E_F_full = neutral_fermi(T_use, lambda f: site_fractions(f, T_use))
theta_full = site_fractions(E_F_full, T_use).sum()

cm = 1e-6
print(f"Anneal, use temperature: {T_anneal:.0f}, {T_use:.0f} K")
print(f"kT at anneal: {kT:.5f} eV")
print(f"Weak-site density: {site_density*cm:.2e} cm^-3")
print(f"Ordinary O-site density: {ordinary_density*cm:.2e} cm^-3")
print(f"Weak/ordinary sites: {site_density/ordinary_density:.1e}")
print(f"Band mass {band_mass} m_e, permittivity {permittivity_rel}")
print(f"Band density at anneal: {band_density(T_anneal)*cm:.3e} cm^-3")
print("Charge, g, E at band edge (eV), E at E_F (eV), x, n/N:")
for q, g, e0, e1, xq, fq in zip(charges, degeneracy, edge_energy,
                                formation, x, fractions):
    print(f"  {q:+.0f} {g:.0f} {e0:.2f} {e1:.4f} {xq:.4f} {fq:.4f}")
print(f"E_F from band edge: {E_F:.4f} eV")
print(f"Sum of x: {x.sum():.4f}; theta: {theta:.4f}")
print(f"Defects: {theta*site_density*cm:.3e} cm^-3")
print(f"Electrons: {n_el*cm:.3e} cm^-3")
print(f"Boltzmann/true at same E_F: {x.sum()/theta:.4f}")
print(f"Boltzmann, own neutrality: E_F {E_F_dilute:.4f} eV")
print(f"  defects/N {theta_dilute:.4f}, electrons "
      f"{electrons(E_F_dilute, T_anneal)*cm:.3e} cm^-3")
print("Shift (eV), theta, Boltzmann, separate exclusion:")
for row in table:
    print(f"  {row[0]:+.1f} {row[1]:.5f} {row[2]:.5f} {row[3]:.5f}")
print(f"E for theta=0.01, one state, g=1: {kT*np.log(99):.4f} eV")
print(f"6-site cell: mean {cell_mean:.4f}, std {cell_std:.4f} defects")
print(f"Search, {N_search} sites, n(0,+1,+2): {mode.tolist()}")
print(f"  formula: {np.round(N_search*fractions, 2).tolist()}")
print(f"  entropy alone: {mode_entropy_only.tolist()}")
print("Stirling error per site (k), N=1e2,1e4,1e6: "
      + ", ".join(f"{v:.1e}" for v in stirling_error))
print("Neglected effects at anneal (theta; electrons in cm^-3):")
print(f"  spread {energy_spread:.2f} eV: {theta_spread:.4f}; "
      f"{electrons(E_F_spread, T_anneal)*cm:.3e}")
print(f"  vibration {vibrational_entropy:.0f} k: {theta_vib:.4f}; "
      f"{electrons(E_F_vib, T_anneal)*cm:.3e}")
print(f"  Coulomb: {theta_coul:.4f}; {n_coul*cm:.3e}")
print(f"    screening length {1e9/kappa:.2f} nm")
print(f"    site spacing N^(-1/3) {1e9*site_density**(-1/3):.2f} nm")
print(f"    lowering of +2 defect {4*lowering:.4f} eV")
print(f"    rms random potential {random_potential:.4f} V")
print(f"  ordinary sites, +{ordinary_extra:.1f} eV: {ordinary*cm:.2e} cm^-3")
degenerate = np.exp(E_F / kT) / fermi_integral(E_F / kT) - 1
print(f"  electron degeneracy: {100*degenerate:.2f} % of n")
print(f"Frozen defects at {T_use:.0f} K: E_F {E_F_use:.4f} eV")
print(f"  n/N (0,+1,+2): {np.round(f_use, 4).tolist()}")
print(f"  electrons {electrons(E_F_use, T_use)*cm:.3e} cm^-3")
print(f"  theta if not frozen: {theta_full:.5f}")
print("verified")
```

Output:

```
Anneal, use temperature: 600, 300 K
kT at anneal: 0.05170 eV
Weak-site density: 1.00e+18 cm^-3
Ordinary O-site density: 5.00e+22 cm^-3
Weak/ordinary sites: 2.0e-05
Band mass 0.35 m_e, permittivity 10.0
Band density at anneal: 1.470e+19 cm^-3
Charge, g, E at band edge (eV), E at E_F (eV), x, n/N:
  +0 1 0.20 0.2000 0.0209 0.0106
  +1 2 0.28 0.1359 0.1445 0.0736
  +2 1 0.30 0.0117 0.7968 0.4061
E_F from band edge: -0.1441 eV
Sum of x: 0.9622; theta: 0.4904
Defects: 4.904e+17 cm^-3
Electrons: 8.858e+17 cm^-3
Boltzmann/true at same E_F: 1.9622
Boltzmann, own neutrality: E_F -0.1320 eV
  defects/N 0.6346, electrons 1.113e+18 cm^-3
Shift (eV), theta, Boltzmann, separate exclusion:
  -0.2 0.97874 46.04600 2.34808
  -0.1 0.86939 6.65624 1.47259
  +0.0 0.49037 0.96220 0.59017
  +0.1 0.12211 0.13909 0.12676
  +0.2 0.01971 0.02011 0.01982
  +0.3 0.00290 0.00291 0.00290
E for theta=0.01, one state, g=1: 0.2376 eV
6-site cell: mean 2.9422, std 1.2245 defects
Search, 120 sites, n(0,+1,+2): [1, 8, 49]
  formula: [1.28, 8.83, 48.73]
  entropy alone: [24, 48, 24]
Stirling error per site (k), N=1e2,1e4,1e6: 5.4e-02, 1.2e-03, 1.9e-05
Neglected effects at anneal (theta; electrons in cm^-3):
  spread 0.10 eV: 0.4928; 8.897e+17
  vibration 2 k: 0.7753; 1.322e+18
  Coulomb: 0.7541; 1.452e+18
    screening length 3.64 nm
    site spacing N^(-1/3) 10.00 nm
    lowering of +2 defect 0.0791 eV
    rms random potential 0.0316 V
  ordinary sites, +1.0 eV: 1.92e+14 cm^-3
  electron degeneracy: 2.15 % of n
Frozen defects at 300 K: E_F -0.0559 eV
  n/N (0,+1,+2): [0.1456, 0.1147, 0.23]
  electrons 5.748e+17 cm^-3
  theta if not frozen: 0.04090
verified
```
